\section*{Speed extension orthogonal to the level-set gradient keeps signed distance, part 1}

(Sections cited here and not found follow in the second part.)

\section{How the spacing of level sets changes}

Let a flat surface be etched downward. Depth is $z$, the surface starts at $z=0$, and the material is such that the surface moves with speed $a+bz$ when it is at depth $z$, with constants $a>0$ and $b\neq0$. Its position $Z(t)$ obeys $\dot Z=a+bZ$ with $Z(0)=0$, so
\begin{equation}
Z(t)=\frac ab\left(e^{bt}-1\right).
\end{equation}
Now describe the surface as the zero of a function $\phi(z,t)$ that starts as the signed distance, $\phi(z,0)=z$. If each level of $\phi$ moves with the speed that the formula $a+bz$ gives at its own depth, then
\begin{equation}
\phi_t+(a+bz)\,\phi_z=0 .
\end{equation}
A point moving with $\dot z=a+bz$ keeps its value of $\phi$. If it starts at $z_0$, it is later at $z=e^{bt}(z_0+a/b)-a/b$. Solving for $z_0$, which is the value of $\phi$ it carries, gives
\begin{equation}
\phi(z,t)=e^{-bt}\left(z+\frac ab\right)-\frac ab,\qquad \phi_z=e^{-bt}.
\end{equation}
The zero of this function is at $z=(a/b)(e^{bt}-1)=Z(t)$, as it should be. The function itself has ceased to be a distance: its slope is $e^{-bt}$ and no longer one. For $b>0$ the deeper levels run ahead of the shallower ones and the levels spread; for $b<0$ they crowd together.

The speed away from the surface has no physical meaning, since nothing is being etched there. We may therefore give every level the speed that the surface itself has at that moment, $\dot Z(t)=a e^{bt}$. The equation becomes $\phi_t+\dot Z\phi_z=0$, with the solution $\phi=z-Z(t)$. The surface is where it was before, and $\phi$ is its signed distance at all times. The new speed field differs from the old one in one respect: it does not vary across the levels. In this flat case that means $\partial F/\partial z=0$. For a curved surface the corresponding condition is that $\nabla F$ be orthogonal to $\nabla\phi$.

To treat the general case, let $\Gamma_t$ be a smooth moving front in two or three dimensions, the zero set of $\phi(\mathbf x,t)$. Write
\begin{equation}
g=|\nabla\phi|,\qquad \mathbf n=\frac{\nabla\phi}{g},
\end{equation}
so that $\mathbf n$ points toward increasing $\phi$. For an etched surface we take $\phi>0$ in the solid, and a positive normal speed $F$ then means removal of material. Negative $F$ is allowed and describes growth. A point $\mathbf x(t)$ that stays on the front satisfies $\phi(\mathbf x(t),t)=0$, hence $\phi_t+\dot{\mathbf x}\cdot\nabla\phi=0$. Since $\dot{\mathbf x}\cdot\nabla\phi=g\,\dot{\mathbf x}\cdot\mathbf n=gF$, this is
\begin{equation}
\phi_t+F|\nabla\phi|=0 .
\label{eq:ls}
\end{equation}
The physics provides $F$ on the front alone. To use \eqref{eq:ls} in a neighbourhood, we must choose a field $F(\mathbf x,t)$ that agrees with the physical speed at $\phi=0$. Such a field is called an extension of the speed.

We work in a band around the front, the set of points near it with $|\phi|<d$. In this band and during the time considered, $\phi$ is assumed twice continuously differentiable in space and time with $g>0$, and $F$ once continuously differentiable and bounded. The front is closed, or periodic, or becomes flat at infinity, and the band has no edges other than the levels $\phi=\pm d$. These assumptions are what is meant here by smooth motion. They exclude corners, merging fronts and the closing of a hole.

The claim is that, if $g=1$ throughout the band at $t=0$, then $g=1$ persists if and only if
\begin{equation}
\nabla F\cdot\nabla\phi=0
\label{eq:orth}
\end{equation}
throughout the band and the time interval, and that $\phi$ is then the signed distance to the moving front.

The first task is an equation for $g$. Sums over repeated indices are understood, and $\partial_i$ is the derivative along the $i$th Cartesian axis. From $g^2=\partial_i\phi\,\partial_i\phi$, a time derivative gives
\begin{equation}
g\,g_t=\partial_i\phi\;\partial_i\phi_t ,
\end{equation}
where the factors of two have cancelled and the order of the derivatives has been exchanged, which the smoothness of $\phi$ permits. Equation \eqref{eq:ls} says $\phi_t=-Fg$. Inserting this and using the product rule,
\begin{equation}
g\,g_t=-\partial_i\phi\,\partial_i(Fg)
=-g\,\partial_i\phi\,\partial_iF-F\,\partial_i\phi\,\partial_i g .
\end{equation}
Now replace $\partial_i\phi$ by $g n_i$ and divide by $g$, which is not zero:
\begin{equation}
g_t+F\,\mathbf n\cdot\nabla g=-g\,\mathbf n\cdot\nabla F .
\label{eq:g}
\end{equation}
The left side is the rate of change of $g$ seen by a point that moves with velocity $F\mathbf n$. The right side has a direct meaning. Two neighbouring levels whose values differ by $\delta c$ are a distance $\delta c/g$ apart. Their speeds differ by $(\delta c/g)\,\mathbf n\cdot\nabla F$, so their separation grows at the relative rate $\mathbf n\cdot\nabla F$, and $g$, its inverse, falls at that relative rate. Variation of $F$ along the levels does not enter. It turns the levels but does not change their spacing to first order.

Let $\mathbf X(t)$ be a solution of
\begin{equation}
\dot{\mathbf X}=F(\mathbf X,t)\,\mathbf n(\mathbf X,t).
\label{eq:char}
\end{equation}
The right side is continuously differentiable, so one such curve passes through each point of the band at each time. Along it,
\begin{equation}
\frac{d}{dt}\phi(\mathbf X(t),t)=\phi_t+F\,\mathbf n\cdot\nabla\phi=\phi_t+Fg=0 .
\end{equation}
Each moving point therefore stays on its level. This settles a question that a local calculation leaves open, namely whether information can enter the band from outside, where nothing has been assumed. A point with $|\phi|<d$ cannot reach the levels $\pm d$, and since $F$ is bounded it cannot run off to infinity in a finite time. Followed backward, it arrives at $t=0$ at a point of the initial band. The values of $g$ in the band are thus fixed by the initial values in the band and by $F$ in the band.

Along the curve \eqref{eq:char}, equation \eqref{eq:g} reads $dg/dt=-g\,\mathbf n\cdot\nabla F$. This is a linear ordinary differential equation, and its solution is
\begin{equation}
g(\mathbf X(t),t)=g(\mathbf X(0),0)\,
\exp\left[-\int_0^t\mathbf n\cdot\nabla F\;dt'\right],
\label{eq:exp}
\end{equation}
with the integrand taken at $(\mathbf X(t'),t')$. In the flat example $\mathbf n\cdot\nabla F=b$, and \eqref{eq:exp} returns $e^{-bt}$.

Both directions of the claim about $g$ follow. If \eqref{eq:orth} holds, then $\mathbf n\cdot\nabla F=\nabla\phi\cdot\nabla F/g=0$, the exponent vanishes, and $g$ keeps its initial value one on every curve, hence everywhere in the band. Conversely, if $g=1$ everywhere in the band at all times considered, then $g_t=0$ and $\nabla g=0$, and \eqref{eq:g} leaves $\mathbf n\cdot\nabla F=0$.

Nothing in this argument requires $F$ to be known in advance. In practice the extension is built from $\phi$ at each moment, so $F$ depends on the solution. Equation \eqref{eq:exp} holds for whatever field $F$ results, provided that it is smooth. The argument also shows what the orthogonal extension does not do. If $g$ differs from one at the start, the difference is carried along unchanged. The extension preserves a distance function but does not repair a faulty one.

It remains to show that $g=1$ makes $\phi$ a distance. A slope of one is a local property, whereas distance refers to the nearest of all points of the front. Fix the time and differentiate $\partial_i\phi\,\partial_i\phi=1$ with respect to $x_j$:
\begin{equation}
\partial_i\phi\;\partial_i\partial_j\phi=0 .
\label{eq:hess}
\end{equation}
Follow a gradient line, $d\mathbf x/ds=\nabla\phi=\mathbf n$, with $s$ the arc length because $|\mathbf n|=1$. The direction of the line changes at the rate
\begin{equation}
\frac{dn_j}{ds}=\frac{dx_i}{ds}\,\partial_i\partial_j\phi=\partial_i\phi\;\partial_i\partial_j\phi=0 ,
\end{equation}
so the line is straight. Along it $d\phi/ds=|\nabla\phi|^2=1$. Starting at $\mathbf x$ with $\phi(\mathbf x)=c$, the point
\begin{equation}
\mathbf y=\mathbf x-c\,\mathbf n(\mathbf x)
\label{eq:foot}
\end{equation}
therefore has $\phi(\mathbf y)=0$. The segment from $\mathbf x$ to $\mathbf y$ stays in the band, because $|\phi|$ decreases along it. Its length is $|c|$, so the front is no farther from $\mathbf x$ than $|c|$.

It is also no nearer. Take any path from $\mathbf x$ to the front. It may leave the band, but to reach the front it must come back in through one of the levels $\pm d$, and it then has to pass a level with $|\phi|=|c|$ once more. Consider the part of the path after the last time at which $|\phi|=|c|$. This part lies in the band, and $\phi$ changes along it by $|c|$ in magnitude. Hence
\begin{equation}
|c|=\left|\int\nabla\phi\cdot d\mathbf x\right|\le\int|\nabla\phi|\,|d\mathbf x|=\text{length of this part}.
\end{equation}
No path is shorter than $|c|$, and the straight segment attains this length. So $|\phi(\mathbf x)|$ is the distance from $\mathbf x$ to the front, and the sign of $\phi$ tells the side.

The same two steps give a useful estimate when $g$ is not quite one. Suppose $g_{\min}\le g\le g_{\max}$ in the band. On any path to the front, $|c|\le g_{\max}\times\text{length}$. On the gradient line, which may now be curved, $|d\phi/ds|=g\ge g_{\min}$, so its length is at most $|c|/g_{\min}$. Together,
\begin{equation}
\frac{|\phi|}{g_{\max}}\;\le\;\text{distance}\;\le\;\frac{|\phi|}{g_{\min}} .
\label{eq:bounds}
\end{equation}
If an extension satisfies $|\mathbf n\cdot\nabla F|\le\varepsilon$ instead of \eqref{eq:orth}, and $g=1$ at the start, then \eqref{eq:exp} gives $e^{-\varepsilon t}\le g\le e^{\varepsilon t}$. The relative error of $\phi$ as a distance is then at most of order $\varepsilon t$ as long as this product is small.

The orthogonal extension has to be renewed as the front turns. To see why, follow the normal of a distance function along \eqref{eq:char}. With $g=1$ we have $n_i=\partial_i\phi$ and $\phi_t=-F$, so
\begin{equation}
\frac{dn_i}{dt}=\partial_i\phi_t+F\,n_j\,\partial_j\partial_i\phi=-\partial_iF ,
\label{eq:turn}
\end{equation}
where the second term vanished by \eqref{eq:hess}. The normal turns away from the direction in which the speed increases, since the faster part of the front moves ahead. Now suppose that $F$ is twice continuously differentiable in space, satisfies \eqref{eq:orth} at one instant and is then frozen as a function of position. Just after that instant,
\begin{equation}
\frac{d}{dt}(n_i\,\partial_iF)=-|\nabla F|^2+F\,n_i n_j\,\partial_i\partial_jF .
\end{equation}
The last term is zero at that instant. Differentiating $n_i\partial_iF=0$ along the normal gives $n_jn_i\partial_j\partial_iF+(n_j\partial_jn_i)\partial_iF=0$, and $n_j\partial_jn_i=0$ by \eqref{eq:hess}. After a short time $\tau$ the frozen field thus has $\mathbf n\cdot\nabla F\approx-|\nabla F|^2\tau$, and by \eqref{eq:exp} the logarithm of $g$ has grown by $|\nabla F|^2\tau^2/2$. If the extension is rebuilt after each interval $\tau$, a total time $T$ contains $T/\tau$ intervals, and the accumulated growth is about $|\nabla F|^2T\tau/2$ for a typical value of $|\nabla F|$. It vanishes in proportion to $\tau$.

For smooth motion, a function $\phi$ that starts with $g=1$ throughout the band remains the signed distance to the front exactly when the extended speed satisfies $\nabla F\cdot\nabla\phi=0$ there. It remains to show that such an extension exists, to find how wide the band may be, and to test the result on a milled groove.
